# Fermi-Level Pinning at a Metal Contact to a Two-Dimensional Semiconductor

## The decision

Suppose the electron barrier of a metal contact on a two-dimensional channel is to be computed. One choice is to compute the metal's work function and the channel's electron affinity in two separate calculations and subtract them. The other is to compute the joined interface, which is far more costly. The subtraction is good enough if the joined interface adds little potential step of its own. If charge at the interface holds the Fermi level in place, the subtraction can fail by tenths of an electronvolt. How strongly this charge counteracts a change of metal is measured by the pinning factor

$$S=\frac{d\phi_B}{dW},$$

where $\phi_B$ is the barrier and $W$ the work function. These notes derive $S$ for a uniform density of interface states behind a thin dipole layer.

## The model and its conventions

The algebra is in atomic units, with $e=1$ and $4\pi\varepsilon_0=1$. An electron at electrostatic potential $V$ then has potential energy $-V$.

The metal surface lies at $z=0$ and the channel is a plane at $z=\delta$. Between them is a layer of relative permittivity $\varepsilon$. The contact is wide compared with $\delta$, so the fields depend on $z$ alone. We also assume that no field exists beyond the channel. This leaves out a nearby gate, whose capacitance would lower $d\phi_B/dW$ at fixed gate voltage. The channel has conduction edge $E_c$, valence edge $E_v$, gap $E_g=E_c-E_v$ and electron affinity $\chi$. The barrier is

$$\phi_B=E_c-E_F ,$$

taken in the channel under the contact. Band bending along the channel, outside the contact, is a separate problem.

The interface states have density $D$ per area and energy, constant across the gap. They lie in the channel plane, move rigidly with its bands, and are filled according to the Fermi level of the metal. Their neutrality level $E_0$ lies at a depth $\phi_0=E_c-E_0$ below the conduction edge. States below $E_0$ are donor-like: neutral when filled, charge $+1$ when empty. States above $E_0$ are acceptor-like: neutral when empty, charge $-1$ when filled.

## Lining up the vacuum levels

Just outside the metal, an electron at rest has energy $E_F+W$. At the channel, the corresponding energy is $E_c+\chi=E_F+\phi_B+\chi$. The two differ by the potential energy gained across the layer. If $V$ is the potential of the channel relative to the metal, this is $-V$:

$$(E_F+\phi_B+\chi)-(E_F+W)=-V .$$

The Fermi level cancels, leaving

$$\phi_B=W-\chi-V. \tag{1}$$

A positive potential at the channel lowers its bands and reduces the barrier.

## The potential of the dipole layer

Let the channel carry charge $\sigma$ per area. Since no field exists beyond it, the total charge vanishes and the metal carries $-\sigma$. Gauss's law gives the field $F$ along $+z$ inside the layer:

$$\varepsilon F=4\pi(-\sigma).$$

The potential is minus the integral of the field:

$$V=-\int_0^\delta F\,dz=\frac{4\pi\delta}{\varepsilon}\,\sigma. \tag{2}$$

If the permittivity varies through the layer, $\varepsilon(z)F(z)=-4\pi\sigma$ still holds at each $z$. The same integral then gives $V=4\pi\sigma\int_0^\delta dz/\varepsilon(z)$. In every formula below, $\delta/\varepsilon$ is replaced by this integral, so it is the average of $1/\varepsilon$ that counts, and not that of $\varepsilon$.

## The charge in the interface states

Let $f(E)$ be the Fermi function. Empty donor-like states contribute positive charge and filled acceptor-like states negative charge:

$$\sigma=D\left[\int_{E_v}^{E_0}(1-f)\,dE-\int_{E_0}^{E_c}f\,dE\right]
=D\left[(E_0-E_v)-\int_{E_v}^{E_c}f\,dE\right].$$

The first term is $E_0-E_v=E_g-\phi_0$. For the second, $f$ is the derivative of $-kT\ln(1+e^{-(E-E_F)/kT})$, so

$$\int_{E_v}^{E_c}f\,dE=kT\ln\!\left(1+e^{(E_g-\phi_B)/kT}\right)-kT\ln\!\left(1+e^{-\phi_B/kT}\right),$$

where $E_F-E_v=E_g-\phi_B$ was used. Taking the large exponential out of the first logarithm gives

$$kT\ln\!\left(1+e^{(E_g-\phi_B)/kT}\right)=E_g-\phi_B+kT\ln\!\left(1+e^{-(E_g-\phi_B)/kT}\right).$$

The gap cancels in the charge:

$$\sigma=D\left[\phi_B-\phi_0+kT\ln\!\left(1+e^{-\phi_B/kT}\right)-kT\ln\!\left(1+e^{-(E_g-\phi_B)/kT}\right)\right]. \tag{3}$$

When the Fermi level is several $kT$ away from both band edges, the two logarithms are exponentially small. The density of carriers in the bands falls off exponentially too, but when there are few interface states the Fermi level must lie further from the edges before these carriers can be neglected. We assume that it does. For an undoped channel this leaves

$$\sigma=D(\phi_B-\phi_0). \tag{4}$$

The sign can be checked directly. If $\phi_B>\phi_0$, the Fermi level is below the neutrality level, some donor-like states are empty, and the charge is positive.

## The pinning factor

Insert (4) into (2), and the result into (1). With the dimensionless number

$$a=\frac{4\pi D\delta}{\varepsilon},$$

this gives

$$\phi_B=W-\chi-a(\phi_B-\phi_0).$$

The barrier appears on both sides because it fixes the charge and the charge shifts the barrier. Collecting it on the left,

$$(1+a)\phi_B=W-\chi+a\phi_0 .$$

Divide by $1+a$ and note that $a/(1+a)=1-1/(1+a)$:

$$\boxed{\phi_B=S(W-\chi)+(1-S)\phi_0,\qquad S=\frac{1}{1+4\pi D\delta/\varepsilon}} \tag{5}$$

Differentiating with respect to $W$, with all other parameters fixed, confirms that this $S$ is $d\phi_B/dW$. The barrier is a weighted average of $W-\chi$ and $\phi_0$. The hole barrier $E_g-\phi_B$ has slope $-S$.

The result can be read as a voltage divider. The layer has capacitance per area $C_g=\varepsilon/(4\pi\delta)$, and the states respond as a capacitance $d\sigma/d\phi_B=D$. Since $a=D/C_g$,

$$S=\frac{C_g}{C_g+D}.$$

A change $dW$ is split into a part $S\,dW$ that moves the barrier and a part $(1-S)\,dW$ that drops across the layer.

## The two limits

**Schottky-Mott limit.** When $a\to0$ and $W-\chi$ lies between $0$ and $E_g$, well away from both ends, $S\to1$ and

$$\phi_B\to W-\chi .$$

This happens when there are few states. It also happens when $\delta\to0$ at fixed $D$: charge can still be transferred, but without separation it produces no potential step. Both a density of states and a distance are needed for pinning.

For any $a$, subtracting $W-\chi$ from (5) gives the error of the simple subtraction:

$$\phi_B-(W-\chi)=-(1-S)(W-\chi-\phi_0). \tag{6}$$

This answers the opening question within the model, for an undoped channel with the Fermi level in the gap. The subtraction is good if $S$ is near one, or if $W-\chi$ happens to lie near $\phi_0$. Agreement for a single metal therefore does not show that pinning is weak.

**Bardeen limit.** Subtracting $\phi_0$ from (5) instead gives

$$\phi_B-\phi_0=S(W-\chi-\phi_0).$$

When $a\to\infty$ at fixed $\delta/\varepsilon$, $S\to0$ and $\phi_B\to\phi_0$ for every metal to which the model applies. The charge does not vanish with the distance from neutrality. Using $aS=1-S$, that is, $DS=(1-S)\varepsilon/(4\pi\delta)$,

$$\sigma=DS(W-\chi-\phi_0)=(1-S)\frac{\varepsilon}{4\pi\delta}(W-\chi-\phi_0)
\;\to\;\frac{\varepsilon}{4\pi\delta}(W-\chi-\phi_0).$$

A vanishing shift of a very large density of states supplies a finite charge, which is the amount needed to take up the whole mismatch across the layer.

## A worked example

Take round model parameters: $\chi=4.0$ eV, $E_g=1.8$ eV, $\phi_0=0.7$ eV, $\delta=3$ Å, $\varepsilon=2$, $D=0.01$ eV$^{-1}$ Å$^{-2}$ and $T=300$ K. To use eV and Å, the factor $4\pi$ is multiplied by $e^2/(4\pi\varepsilon_0)$, which gives 180.951 eV Å. The potential energy step per unit of sheet charge is

$$180.951\times\frac{3}{2}=271.43\ \text{eV Å}^2 .$$

Hence

$$a=271.43\times0.01=2.714,\qquad S=\frac{1}{3.714}=0.269 .$$

For a metal with $W=4.8$ eV, $W-\chi=0.8$ eV and

$$\phi_B=0.2692\times0.8+0.7308\times0.7=0.727\ \text{eV},$$

or 0.0267 hartree. The other two metals give:

- $W=4.4$ eV: $\phi_B=0.619$ eV, while $W-\chi=0.4$ eV. The barrier is below $\phi_0$, so the states are negatively charged and raise the bands.
- $W=5.2$ eV: $\phi_B=0.835$ eV, while $W-\chi=1.2$ eV. The states are positively charged and lower the bands.

In the last case the charge is $0.01\times(0.8346-0.7)=0.001346$ $e$/Å$^2$. Multiplied by 271.43 eV Å$^2$, it gives a step of 0.365 eV, and $1.2-0.365=0.835$ eV closes the loop.

The work function changes by 0.8 eV across the series and the barrier by 0.215 eV. The simple subtraction is wrong by 0.365 eV for $W=5.2$ eV but by 0.073 eV for $W=4.8$ eV, although $S$ is the same. The second metal has $W-\chi$ close to $\phi_0$, as (6) requires.

These values were tested against a self-consistent solution with a gridded Poisson equation, numerically integrated state occupations and thermal band carriers. The barriers agree to within $10^{-7}$ eV. This tests the algebra and the neglect of the exponential terms; it does not test whether a real interface obeys the model.

In the numerical output, pinning weakens with fewer states or, at fixed $D$, with a thinner layer. At fixed thickness, lowering $D$ to 0.001 eV$^{-1}$ Å$^{-2}$ raises $S$ to 0.787, while raising it to 0.1 eV$^{-1}$ Å$^{-2}$ lowers $S$ to 0.036. At the original $D$, a thickness of 0.01 Å gives $S=0.991$; this is a check of the mathematical limit, not a possible contact. Nor is thinning the layer a general remedy. If the states are tails of metal wave functions, $D$ itself grows as the layer thins. For $D\propto e^{-\delta/\lambda}$, the product $D\delta$ increases on thinning as long as $\delta>\lambda$, and pinning becomes stronger. With $D=100$ eV$^{-1}$ Å$^{-2}$ and $W=5.2$ eV, the barrier is 0.700 eV and the charge is 0.00184 $e$/Å$^2$, equal to the limiting value $0.5/271.43$ to the digits shown. This too checks a mathematical limit only: such a $D$ would put 180 states per Å$^2$ in the gap. Even $D=0.1$ eV$^{-1}$ Å$^{-2}$ exceeds the band density of states used below, and a gap filled that densely is hardly that of a weakly perturbed channel.

A graded layer shows the role of $1/\varepsilon$. If $\varepsilon$ rises linearly from 1 to 3 over the same 3 Å, its average is still 2, but

$$\int_0^\delta\frac{dz}{1+2z/\delta}=\frac{\delta}{2}\ln3=1.648\ \text{Å}$$

instead of 1.5 Å. The pinning factor falls from 0.269 to 0.251.

## Doping under the contact

Let the channel also contain fully ionized donors with sheet density $N_d$. Their charge does not depend on the barrier, so $\sigma=D(\phi_B-\phi_0)+N_d$, and

$$(1+a)\phi_B=W-\chi+a\phi_0-\frac{4\pi\delta}{\varepsilon}N_d .$$

The donors shift the barrier by

$$\Delta\phi_B=-S\,\frac{4\pi\delta}{\varepsilon}N_d$$

and leave the slope unchanged. For $N_d=0.0005$ Å$^{-2}$, the shift is $-0.2692\times271.43\times0.0005=-0.037$ eV. Without interface states it would be $-0.136$ eV. The states screen the donor charge by the same factor $S$ by which they screen a change of metal.

## When the Fermi level reaches a band

Equation (5) was derived for a Fermi level inside the gap. For a general charge $\sigma(\phi_B)$, equations (1) and (2) read

$$\phi_B+\frac{4\pi\delta}{\varepsilon}\sigma(\phi_B)=W-\chi .$$

Differentiating with respect to $W$ gives the local slope

$$S_{\rm loc}=\left[1+\frac{4\pi\delta}{\varepsilon}\frac{d\sigma}{d\phi_B}\right]^{-1}. \tag{7}$$

Let $f_c$ and $f_v$ be the Fermi function at the two band edges. Differentiating the logarithms in (3) gives $-f_c$ for the first and $1-f_v$ for the second, so the interface states contribute $D(f_v-f_c)$.

The bands must now be included. A parabolic band of mass $m$ with $g_v$ equivalent valleys has, with both spins, $2g_v\,k^2/(4\pi)$ states per area below wave number $k$. Since $k^2=2mE$, this number is $g_vmE/\pi$, and the density is $g=g_vm/\pi$. Electrons of density $g\,kT\ln(1+e^{-\phi_B/kT})$ carry negative charge; their contribution to $d\sigma/d\phi_B$ is $gf_c$. Holes, with the same $g$ for simplicity, contribute $g(1-f_v)$. Thus

$$\frac{d\sigma}{d\phi_B}=D(f_v-f_c)+g(f_c+1-f_v).$$

Deep in the gap, $f_c\to0$ and $f_v\to1$, and (7) returns to (5).

For $m=0.5$ electron masses and $g_v=2$, $g=0.0418$ eV$^{-1}$ Å$^{-2}$. Take few interface states, $D=0.001$ eV$^{-1}$ Å$^{-2}$, and a low work function, $W=3.4$ eV. Equation (5) would give

$$0.7865\times(-0.6)+0.2135\times0.7=-0.32\ \text{eV}.$$

The self-consistent barrier is $-0.026$ eV: the Fermi level is just inside the conduction band. There $f_c=0.732$ and $f_v$ is practically one, so

$$\frac{d\sigma}{d\phi_B}=0.001\times0.268+0.0418\times0.732=0.031\ \text{eV}^{-1}\,\text{Å}^{-2},$$

and $S_{\rm loc}=0.107$, in place of 0.787. Nearly all of this response comes from the band. A small slope in this region is therefore not evidence of a large density of interface states.

## Reading parameters from a series of metals

If two metals share the same interface parameters and both leave the Fermi level in the gap, their barriers give

$$S=\frac{\phi_{B,2}-\phi_{B,1}}{W_2-W_1},\qquad
\phi_0=\frac{\phi_B-S(W-\chi)}{1-S},\qquad
\frac{D\delta}{\varepsilon}=\frac{1}{4\pi}\left(\frac1S-1\right).$$

The second formula needs $\chi$, $S\neq1$ and an undoped channel; with ionized donors it returns $\phi_0-N_d/D$ instead of $\phi_0$. The third yields a product: $D$ follows once $\delta/\varepsilon$ is known independently. From $a=(1-S)/S$, one has $da/dS=-1/S^2$, so a small error $dS$ gives

$$\frac{da}{a}=-\frac{dS}{S(1-S)} .$$

At $S=0.269$, an error of 0.01 in $S$ changes the inferred product by about 5 percent of its value. For a given error in $S$, the relative error grows near either limit, and the slope then gives little more than a bound on the product.

Three assumptions deserve a check before such a fit is trusted:

- **A dipole that depends on the metal.** If the contact adds a potential energy step $\Delta(W)$ for electrons, $W$ in (1) becomes $W+\Delta$, and the slope becomes $S(1+d\Delta/dW)$. A step common to all metals shifts the barriers and leaves the slope alone, but it enters the inferred $\phi_0$.
- **States that follow the metal.** If the state energies are fixed relative to $E_F$ instead of the channel bands, their charge does not change with $\phi_B$. Then $d\sigma/d\phi_B=0$ and, in the gap, the slope is one, however many states there are, provided every metal leaves the same charge in them. A charge that differs from metal to metal acts as a metal-dependent dipole: with the parameters of the example, a neutrality level 0.05 eV higher relative to $E_F$ for $W=5.2$ eV than for $W=4.4$ eV adds a step of 0.136 eV and turns the slope into 0.83.
- **A density that varies in energy.** At low temperature, moving the bands by $d\phi_B$ changes the charge by $D(E_F)\,d\phi_B$. Equation (7) then gives a slope set by the density at the Fermi level, and the barriers no longer lie on one straight line.

For the decision at the start, a joint calculation for two metals with well-separated work functions provides an estimate of $S$, provided the two contacts have similar $D$, $\delta/\varepsilon$ and $\phi_0$. This can fail when the metals bind differently, and the two-point slope then need not lie between zero and one. In the example, $W=4.9$ eV with $D=0.002$ eV$^{-1}$ Å$^{-2}$ ($S=0.648$) and $W=5.3$ eV with $D=0.03$ eV$^{-1}$ Å$^{-2}$ ($S=0.109$) give a slope of $-0.16$. The two barriers should also be compared with $W-\chi$, because a slope near one does not exclude a constant offset. A third metal tests whether the barriers follow a straight line. If they do, linear interpolation to metals with work functions in between is more plausible but not proved: with a density that varies in energy, three barriers can lie on a line while others miss it. Nor does a straight line show that the slope comes from interface states alone, since a step $\Delta(W)$ that is linear in $W$ also gives a straight line.

## Numbers as computed

```
Affinity 4.0 eV, gap 1.8 eV, phi0 0.7 eV
Layer thickness 3.0 angstrom, permittivity 2.0
Interface-state density 0.010 1/(eV angstrom^2)
Temperature 300 K, kT = 0.02585 eV
Band mass 0.5 m_e, valleys 2
2D band density 0.04177 1/(eV angstrom^2)
4 pi e^2/(4 pi eps0) = 180.951 eV angstrom
Potential step per charge: 271.427 eV angstrom^2
Graded layer, permittivity rising linearly from 1 to 3:
  integral of dz/eps = 1.6479 angstrom
  pinning factor S = 0.2511
Main example: 4 pi D delta/eps = 2.7143
  S formula 0.269232, S numerical 0.269232
W = 4.4 eV: W-chi = 0.4 eV, barrier 0.6192 eV
  state charge -0.000808 e/angstrom^2, potential V -0.2192 eV/e
W = 4.8 eV: W-chi = 0.8 eV, barrier 0.7269 eV
  state charge 0.000269 e/angstrom^2, potential V 0.0731 eV/e
W = 5.2 eV: W-chi = 1.2 eV, barrier 0.8346 eV
  state charge 0.001346 e/angstrom^2, potential V 0.3654 eV/e
Barrier at W = 4.8 eV: 0.026714 hartree
Scan of D in 1/(eV angstrom^2), thickness as above:
  D = 0.001: S formula 0.7865, numerical 0.7865
  D = 0.003: S formula 0.5512, numerical 0.5512
  D = 0.010: S formula 0.2692, numerical 0.2692
  D = 0.030: S formula 0.1094, numerical 0.1094
  D = 0.100: S formula 0.0355, numerical 0.0355
Scan of thickness in angstrom, D of the main example:
  delta = 0.01: S numerical 0.9910
  delta = 1.00: S numerical 0.5250
  delta = 6.00: S numerical 0.1556
Limits at W = 5.2 eV:
  D = 0: barrier 1.20000 eV
  D = 100 1/(eV angstrom^2): barrier 0.70002 eV
  charge then 0.001842 e/angstrom^2
Donors 0.0005 1/angstrom^2: barrier shift -0.0365 eV
  S with donors 0.269232
Band filling: W = 3.4 eV, D = 0.001 1/(eV angstrom^2)
  barrier -0.0260 eV, Fermi factor at band edge 0.7322
  local slope 0.1067, gap formula 0.7865
Recovered D = 0.010000 1/(eV angstrom^2)
Recovered phi0 = 0.70000 eV
```
